# Kramers-Weyl nodes: what symmetry grants, and what screws take away

## What goes missing without these nodes

Suppose that the Weyl points of the lowest band of a chiral crystal are located by searching general momenta, while the touchings at $\Gamma$ and the zone-boundary points are dismissed as ordinary spin degeneracies. The topological charges then need not add up to zero, although a periodic Brillouin zone requires it. In a lattice model described below, the dismissed points carry a total charge of $-4$, so the others appear to have an unexplained surplus of $+4$.

The missing charge sits on Kramers degeneracies. Time reversal, spin-orbit coupling, the absence of improper symmetries, proper rotations and screws each do something different to them, and are taken here one at a time.

The setting is a nonmagnetic crystal in the independent-electron picture. Time reversal $T$ is antiunitary with $T^2=-1$. An invariant momentum $K$ equals $-K$ up to a reciprocal lattice vector, and $q=k-K$. The Kramers doublet at $K$ is assumed to be separated in energy from all other bands; a symmetry-enforced fourfold level needs a different treatment.

## Time reversal: an odd field and an odd charge

**The effective Hamiltonian.** Fold the other bands perturbatively into the doublet. The result is a $2\times2$ matrix

$$H(q)=h_0(q)+\mathbf d(q)\cdot\boldsymbol\sigma ,$$

where $\boldsymbol\sigma$ acts on the two Kramers partners and need not be the real spin. Time reversal gives $TH(q)T^{-1}=H(-q)$ and $T\boldsymbol\sigma T^{-1}=-\boldsymbol\sigma$. Comparing coefficients,

$$h_0(-q)=h_0(q),\qquad \mathbf d(-q)=-\mathbf d(q).$$

The splitting therefore has no constant or quadratic part. To leading order,

$$H(q)=E_0+\sum_{ij}q_iA_{ij}\sigma_j+O(q^2)\,1+O(q^3)\,\sigma,$$

$$A_{ij}=\tfrac12\mathrm{Tr}\left(\sigma_jP\,\partial_iH\,P\right).$$

Here $P$ projects onto the doublet and $A$ is real. Since $\mathbf d=A^Tq$, the two energies differ by $2|A^Tq|$. If $\det A\neq0$, this is linear and nonzero in every direction.

**The charge.** Let $\chi$ be the outward Berry flux of the lower band through a small surface around $K$, divided by $2\pi$, with connection $i\langle u|\nabla u\rangle$. For polar angles $\theta,\varphi$ of $\mathbf d$, the lower state is

$$u=\begin{pmatrix}\sin(\theta/2)\,e^{-i\varphi}\\-\cos(\theta/2)\end{pmatrix}.$$

Only its first component depends on $\varphi$, so

$$\mathcal A_\varphi=i(-i)\sin^2\frac\theta2=\frac{1-\cos\theta}{2},\qquad \mathcal A_\theta=0.$$

The curvature is $\partial_\theta\mathcal A_\varphi=\tfrac12\sin\theta$, and its integral over the sphere is $2\pi$. A surface surrounding $\mathbf d=0$ once with outward orientation thus gives $+1$. The linear map $q\mapsto A^Tq$ preserves orientation for $\det A>0$ and reverses it for $\det A<0$. Hence

$$\chi=\mathrm{sign}\,\det A .$$

On a small enough surface the cubic terms cannot close the linear gap, so they cannot change this integer. The upper band has charge $-\chi$.

**Why zero is excluded.** The charge is constrained even when $\det A=0$. Take a closed loop with $q(s+\pi)=-q(s)$ on which the band is nondegenerate. Choose a smooth state on $0\le s\le\pi$ with $u(\pi)=Tu(0)$, and continue it by $u(s+\pi)=Tu(s)$. Because $T$ is antiunitary,

$$\mathcal A(s+\pi)=i\langle Tu|\partial_sTu\rangle=i\langle u|\partial_su\rangle^*=-\mathcal A(s).$$

The last step uses $\langle u|\partial_su\rangle=-i\mathcal A$ with $\mathcal A$ real. The two halves of the integral cancel. But $u(2\pi)=T^2u(0)=-u(0)$, so the state is not single-valued. The state $e^{is/2}u(s)$ is, and its connection is $\mathcal A-\tfrac12$. The Berry phase is therefore $-\pi$, which is $\pi$ modulo $2\pi$.

Now let this loop divide a surface symmetric under $q\to-q$ into two halves. One half has flux $\pi(2n+1)$, with $n$ an integer. The same calculation shows that the connection vector is even in $q$, up to a gauge change, so its curl is odd. The outward normal is odd too, and the other half has equal flux. The total is $2\pi(2n+1)$, and

$$\chi=2n+1 .$$

An isolated Kramers node thus always has a nonzero, odd charge. Time reversal supplies this parity; it does not ensure that the node is isolated.

## Spin-orbit coupling: the velocity

Without spin-orbit coupling, the Hamiltonian commutes with every spin rotation. For an orbitally nondegenerate level, $\mathbf d\cdot\boldsymbol\sigma$ must then commute with all three Pauli matrices, so $\mathbf d=0$ and the bands stay doubly degenerate away from $K$.

Let $\xi$ scale the spin-dependent part of the Hamiltonian. While the orbital level remains isolated, $A(\xi)$ has a power series in $\xi$, and $A(0)=0$. The first term, where symmetry allows it, is linear in $\xi$. Weak coupling makes the node slow without making its charge small.

A lattice model shows this. It has an orthogonal cell with unit edges and four sites related by three twofold rotations (space group P222), with one Kramers pair per site. The hoppings have randomly drawn spin-independent and spin-dependent parts, decay with distance, and respect the rotations and time reversal. Diagonalization at $\Gamma$ and projection onto the lowest doublet give $A$. Raising the factor on the spin-dependent hoppings from 0.001 to 0.002 multiplies the norm of $A$ by 1.998.

## Improper symmetries: the veto

Suppose that an inversion, mirror or rotoinversion $R$ leaves $K$ fixed, up to a reciprocal lattice vector. It acts on the doublet by a unitary matrix. Conjugation by any $2\times2$ unitary rotates $\boldsymbol\sigma$ by a proper rotation $Q$, with $\det Q=1$, so

$$\mathbf d(Rq)=Q\,\mathbf d(q),\qquad A^TR=QA^T.$$

Taking determinants with $\det R=-1$ gives $-\det A=\det A$, hence $\det A=0$.

Higher powers of $q$ cannot rescue an isolated node. If there were one, the same relation on a small sphere would give $\chi=-\chi$, because $R$ reverses the sphere's orientation and $Q$ does not. That contradicts odd $\chi$, so the degeneracy must extend away from $K$.

For a mirror without a translation the extension is explicit. In the mirror plane, states carry mirror eigenvalue $+i$ or $-i$. If $Mu=iu$, then $MTu=TMu=T(iu)=-iTu$. The lower band therefore has opposite labels at $q$ and $-q$. A label cannot change continuously, so the two bands cross on every half-circle joining these points. The crossings form a nodal line through $K$.

A glide, which adds a half translation to the mirror, gives the same result if its square at $K$ is $-1$. At some zone-boundary momenta the square is $+1$. Both Kramers partners then carry the same real label, so $Q=1$ and $\mathbf d(Rq)=\mathbf d(q)$. Since $\mathbf d$ is also odd, it vanishes along the normal to the plane, and the nodal line leaves the plane.

The relevant condition is thus that no improper operation fixes $K$. A chiral crystal satisfies it at every invariant momentum. An achiral crystal may satisfy it at particular ones; an improper operation then carries $K$ to another momentum with the opposite charge. Likewise, the mirror image of a chiral crystal has the opposite charge at the corresponding node.

## Proper rotations: shape, spin and an exception

**Spin texture.** Real spin is odd under time reversal, so within the doublet it has no identity part:

$$s_m=\tfrac12\sum_jG_{mj}\sigma_j\qquad(\hbar=1).$$

The lower state has $\langle\boldsymbol\sigma\rangle=-\mathbf d/|\mathbf d|$. To leading order,

$$\mathbf s(q)=-\frac12\,\frac{GA^Tq}{|A^Tq|}.$$

If both determinants are nonzero, the spin direction covers the sphere once. This is a hedgehog in the topological sense; whether the arrows are radial depends on the rotations. A crystal rotation that leaves $K$ fixed, up to a reciprocal lattice vector, must turn $q$ and $\mathbf s$ together, so $W=GA^T$ commutes with it. Rotations that move $K$ impose no such condition. Three cases, named by the rotations that fix $K$, show the range:

- The rotations of a cubic group leave $W$ proportional to the identity, and the spin is radial.
- Three perpendicular twofold axes make $W$ diagonal. The spin is radial on the axes but generally not between them.
- A single threefold or fourfold axis allows $Wq=\alpha q_\perp+\beta\,\hat z\times q_\perp+\gamma q_z\hat z$. The $\beta$ term makes the spin swirl around the axis. Since $\det W=(\alpha^2+\beta^2)\gamma$, the sphere is still covered when $\alpha=0$, provided $\beta\gamma\neq0$.

For the P222 model at $\Gamma$, the singular values of $A$ are 0.85, 0.59 and 0.46 in model units, so the extreme splittings at fixed small $|q|$ differ by a factor of about 1.8. The lower-band spins along $x$, $y$ and $z$ point inward, with lengths 0.261, 0.290 and 0.469. They fall short of one half because the doublet combines different spin directions on different sites.

**Where linear splitting fails.** On a threefold axis, a doublet with angular momentum $\pm j$ rotates by $e^{-ij\alpha\sigma_z}$ under a spatial rotation $\alpha$. Its pseudospin turns by $2j\alpha$. For $j=\tfrac32$ and $\alpha=2\pi/3$ this is a full turn, so $\mathbf d(Rq)=\mathbf d(q)$. For $q$ in the plane, the linear part can be averaged over the three rotations:

$$A^Tq=\tfrac13A^T(q+Rq+R^2q)=0 .$$

The in-plane splitting starts at third order. With $q_+=q_x+iq_y$, which acquires a phase $e^{2\pi i/3}$, the in-plane cubic invariants are the real and imaginary parts of $q_+^3$:

$$\mathbf d\simeq\mathbf a\,\mathrm{Re}\,q_+^3+\mathbf b\,\mathrm{Im}\,q_+^3+\mathbf w\,q_z .$$

One turn around the axis turns $q_+^3$ three times, so $\chi=3\,\mathrm{sign}\det(\mathbf a,\mathbf b,\mathbf w)$ when the three vectors are independent. A random odd cubic polynomial averaged over the rotations gives an in-plane power of 3.000 and charge $-3$ for $j=\tfrac32$. For $j=\tfrac12$ the power is 1.000 and the charge $+1$. Chirality alone therefore guarantees neither linear splitting in all directions nor unit charge.

## Screws: from a point to a plane

Let $S$ be a twofold rotation about $z$ followed by a translation $c/2$ along $z$, in a lattice with period $c$ along $z$ in which every lattice vector has a $z$ component equal to a whole multiple of $c$, so that $(2\pi/c)\hat z$ is a reciprocal lattice vector. Applying it twice gives a full spin rotation, which contributes $-1$, and a translation by $c$. With the convention that this translation multiplies a Bloch state by $e^{-ik_zc}$,

$$S^2=-e^{-ik_zc},\qquad (TS)^2=T^2S^2=e^{-ik_zc}.$$

The combination $TS$ sends $(k_x,k_y,k_z)$ to $(k_x,k_y,-k_z)$. On the plane $k_z=\pi/c$ it preserves the momentum and squares to $-1$. Kramers' argument now applies at every point of the plane, and every band is at least doubly degenerate there.

On $k_z=0$ the square is $+1$, and no such degeneracy follows. An ordinary twofold rotation gives $(-1)(-1)=+1$ on both planes. The half translation is decisive, so a screw matters here if one of its powers is a twofold rotation with a half translation, up to whole periods. This holds for $2_1$, $4_1$, $4_3$, $6_1$, $6_3$ and $6_5$, but not for $3_1$, $3_2$, $4_2$, $6_2$ or $6_4$. The condition on the lattice is needed as well. In P321 along $a$, in P422 along [110] and in body-centred lattices, an ordinary twofold rotation combined with a lattice vector is also a screw with a half translation. There $2\pi/c$ along the axis is not a reciprocal lattice vector, so $TS$ does not preserve the momentum on the plane and no nodal plane follows.

At an invariant momentum in the plane where the level is still an isolated doublet, $A^Tq$ must vanish whenever $q_z=0$. Only $A_{zj}$ can survive, so $A$ has rank at most one, and any linear splitting occurs only on leaving the plane. Several screws can raise the degeneracy further: in P2₁2₁2₁ the levels at $(\pi,\pi,0)$, $(\pi,0,\pi)$ and $(0,\pi,\pi)$ are fourfold, and the doublet description does not apply there.

The hopping recipe used above, with three perpendicular screws (P2₁2₁2₁) in place of the rotations, shows the difference. At 60 random points on each plane $k_i=\pi$, the pair splittings vanish to rounding error. On each plane $k_i=0$, the median splitting of the lowest pair is at least 1.7 model energy units. With ordinary rotations, it is at least 0.84 on the planes $k_i=\pi$.

**The planes carry charge.** With three such screws, $\Gamma$ is the one invariant momentum outside the nodal planes. Draw a box just inside the planes, with the lowest band nondegenerate on its surface. The box is symmetric under $k\to-k$, so its outward flux is odd. Seen from the surrounding region, which contains the planes, the same surface has the opposite normal. That region therefore carries the opposite, odd charge. Any Weyl points left between box and planes come in pairs $\pm k$ of equal charge and cannot change the parity. The nodal planes themselves must carry an odd charge.

In the screw model, the $\Gamma$ node has charge $-1$. Summing Berry phases over small cells on the surface of the box $|k_i|<0.9\pi$ also gives $-1$, so the rest of the zone carries $+1$.

## Reading the charge count

Without nodal planes, all charges of the lowest band must cancel: its Berry curvature has no divergence away from the nodes, and a periodic zone has no outer boundary. The eight invariant momenta contribute an even sum, being eight odd numbers, but not necessarily zero.

In the P222 model, two of them have charge $+1$ and six have $-1$, which gives the $-4$ of the opening. Other degeneracies of the lowest band must supply $+4$; their positions were not computed.

## Weighing kinetic energy against spin-orbit coupling

A one-orbital simple cubic model isolates the competition:

$$H=-2t\sum_i\cos(k_ia)+\lambda\sum_i\sin(k_ia)\,\sigma_i .$$

Here $\boldsymbol\sigma$ is the real spin. Take $a=10$ bohr, $t=0.01$ hartree and $\lambda=0.002$ hartree; these are round parameters, not those of a material. Inversion would require $\lambda=0$.

At $K=(n_1,n_2,n_3)\pi/a$ with $n_i=0,1$, expanding the sine gives $A_{ii}=\lambda a(-1)^{n_i}$ and $\chi=(-1)^{n_1+n_2+n_3}$. The node energies are $-0.06$, $-0.02$, $+0.02$ and $+0.06$ hartree, for one, three, three and one momenta. Their charges sum to $1-3+3-1=0$.

Near $\Gamma$, with energy measured from the node and $k=|\mathbf k|$,

$$E_\pm=\frac{k^2}{2m}\pm vk,\qquad m=\frac1{2ta^2}=0.5,\qquad v=\lambda a=0.02 .$$

The lower branch has its minimum at $k=mv=0.01$ bohr⁻¹, at a depth $mv^2/2=1.0\times10^{-4}$ hartree. Minimizing the full lattice band along $x$ gives 0.00997 bohr⁻¹ and $9.98\times10^{-5}$ hartree, or 2.71 meV.

For a Fermi energy $\mu=0.0005$ hartree above the node, solving $E_\pm=\mu$ for positive $k$ gives

$$k_\pm=\sqrt{m^2v^2+2m\mu}\mp mv=0.02449\mp0.01000 .$$

The radii are 0.01449 and 0.03449 bohr⁻¹. Root finding on the lattice bands along $x$ gives 0.01452 and 0.03446. The inner surface belongs to the upper band and has Chern number $-1$; the outer belongs to the lower band and has $+1$. Each is topologically nontrivial, while their sum vanishes. At the outer radius the bands are split by 36.8 meV, and the spin's inward component stays within $10^{-5}\hbar$ of $\hbar/2$ in 200 sampled directions.

In the small-$k$ form, for $-mv^2/2<\mu<0$, both Fermi surfaces belong to the lower band, at $k=mv\pm\sqrt{m^2v^2+2m\mu}$. Its outward flux is $+1$ through each. On the inner one, however, the Fermi velocity points toward $\Gamma$. Orienting each surface by its velocity again gives $+1$ and $-1$.

Strength and symmetry thus control different things. In the small-$k$ form, the velocity and, for $\mu>0$, the separation $2mv$ of the Fermi radii scale as $\lambda$, and the depth below the node as $\lambda^2$. At a given node, the charge depends only on the sign of $\lambda$. As $\lambda\to0$, the node keeps its charge while the energy and momentum windows in which it can be resolved shrink to nothing.
